\section*{Threshold Tension for Void Growth from an Unbonded Interface Patch}

\section{The threshold for void growth at an interface patch}

A stress-migration calculation for a metal line must decide whether a flaw at the interface with the capping layer remains a small, stable void or becomes a growing one. In the first case the line can be treated as intact; in the second, the calculation must follow the transport of atoms away from the void. For a circular unbonded patch of radius $a$, the decision rests on comparing the tension in the line with $2\gamma/a$, where $\gamma$ is the surface energy of the metal. This value requires sufficient adhesion around the patch, a condition derived below.

\subsection{Energy of a pinned void}

The capping layer is taken as rigid and flat, and the line is viewed with this layer below the metal. Over the patch, the metal and the layer touch without bonding, so both surfaces are already free and the gap has negligible volume. A void grows when atoms leave the metal surface over the patch and join distant grain boundaries. These boundaries carry a normal stress $\sigma$, counted positive in tension and held steady. The void is empty, $\gamma$ is isotropic, and elastic energy at the void wall is neglected for now. The relations hold in any consistent units, including atomic units.

Adding a volume $V$ of atoms to the boundaries moves the adjoining grains apart, and the tension does work $\sigma V$. The void then has volume $V$ and a metal surface of area $A$, of which $\pi a^2$ existed at the start. The free energy relative to the closed patch is therefore
\begin{equation}
G=\gamma(A-\pi a^2)-\sigma V .
\label{eq:G}
\end{equation}
The surface of the capping layer over the patch is free before and after, so it contributes no change while the void edge stays at the patch edge.

Let the void surface move into the metal by a small normal distance $u$, with $u=0$ at the edge. If $\kappa$ is the sum of the principal curvatures, positive for a sphere seen from inside the void, then $\delta A=\int\kappa u\,dA$ and $\delta V=\int u\,dA$. Hence
\begin{equation}
\delta G=\int(\gamma\kappa-\sigma)u\,dA=0
\quad\Longrightarrow\quad \kappa=\frac{\sigma}{\gamma}.
\label{eq:curv}
\end{equation}

For an axisymmetric surface, let $\varrho$ be the distance from the axis, $\ell$ the arc length from the apex and $\psi$ the inclination to the interface. Then $d\varrho/d\ell=\cos\psi$, and the curvature sum is $\kappa=d\psi/d\ell+\sin\psi/\varrho$. Multiplication by $\varrho\cos\psi$ gives
\begin{equation}
\frac{d}{d\ell}(\varrho\sin\psi)=\kappa\varrho\frac{d\varrho}{d\ell}
\quad\Longrightarrow\quad \varrho\sin\psi=\frac{\kappa\varrho^2}{2}.
\end{equation}
The integration constant vanishes because the surface crosses the axis. Thus $\sin\psi=\kappa\varrho/2$, which describes a sphere of radius $R=2/\kappa$, and equilibrium requires
\begin{equation}
\sigma=\frac{2\gamma}{R}.
\label{eq:laplace}
\end{equation}

\subsection{The largest tension along the growth path}

Let the spherical cap have height $h$. Its centre is a distance $R-h$ below the interface when $h<R$, so
\begin{equation}
R^2=a^2+(R-h)^2,\qquad R=\frac{a^2+h^2}{2h}.
\label{eq:R}
\end{equation}
The area and volume follow as
\begin{align}
A&=2\pi Rh=\pi(a^2+h^2),\label{eq:A}\\
V&=\int_0^h\pi(2Rz-z^2)\,dz
=\pi Rh^2-\frac{\pi h^3}{3}
=\frac{\pi h(3a^2+h^2)}{6}.\label{eq:V}
\end{align}
Here $z$ is the depth below the apex. Differentiation at fixed $a$ gives $dA/dh=2\pi h$ and $dV/dh=\pi(a^2+h^2)/2$, so the tension needed to hold the cap in equilibrium is
\begin{equation}
\sigma_{\rm eq}=\gamma\frac{dA}{dV}
=\frac{4\gamma h}{a^2+h^2}
=\frac{2\gamma}{a}\sin\theta .
\label{eq:need}
\end{equation}
The angle $\theta$ is measured inside the void at its edge. It satisfies $\sin\theta=a/R$ and $\cos\theta=(R-h)/R$, hence $\tan(\theta/2)=(1-\cos\theta)/\sin\theta=h/a$.

Since $(h-a)^2\ge0$, we have $a^2+h^2\ge2ah$. Equation~\eqref{eq:need} therefore gives
\begin{equation}
\sigma_{\rm eq}\le\frac{2\gamma}{a},\qquad
\sigma_{\rm th}=\frac{2\gamma}{a},
\label{eq:threshold}
\end{equation}
with equality at $h=a$, the hemisphere. A flatter cap has a larger radius of curvature, and so does a taller cap through the same edge. The hemisphere has the smallest radius and needs the largest tension.

The slope of the energy is
\begin{equation}
\frac{dG}{dh}=\frac{dV}{dh}(\sigma_{\rm eq}-\sigma).
\end{equation}
It is negative at every height if $\sigma>\sigma_{\rm th}$. Below the threshold, define $s=\sigma a/(2\gamma)<1$. Setting $\sigma_{\rm eq}=\sigma$ gives $s(a^2+h^2)=2ah$, with roots
\begin{equation}
h_\pm=\frac{a}{s}\left(1\pm\sqrt{1-s^2}\right).
\label{eq:roots}
\end{equation}
The slope is negative below $h_-$, positive between the roots and negative above $h_+$. The lower root is a stable small void, and the upper root is the top of a barrier.

A less symmetric shape might offer an earlier instability. To examine this, write the surface as $R+u$ in spherical coordinates, with $d\omega$ the solid angle and $\nabla_1$ the gradient on the unit sphere. To second order, the area contributes $u^2+|\nabla_1u|^2/2$ per solid angle, and the term $-(2/R)V$ contributes $-2u^2$. Thus
\begin{equation}
\delta^2G=\frac{\gamma}{2}\int\left(|\nabla_1u|^2-2u^2\right)d\omega .
\label{eq:second}
\end{equation}
On a hemisphere, the modes that vanish at the edge are spherical harmonics with $l+m$ odd, for which the bracket integrates to $[l(l+1)-2]\int u^2d\omega$. The lowest factor is zero, for $l=1$, $m=0$; the next is $4$, for $l=2$, $m=\pm1$. A smaller cap admits only those displacements that also vanish over the rest of the hemisphere. This excludes the zero mode, so $\delta^2G$ is positive. Every cap flatter than a hemisphere is therefore stable against small changes of shape, symmetric or not.

\subsection{When the edge holds}

Let the edge have a variable radius $r$. Over bonded interface, spreading the void replaces interface energy $\gamma_i$ by the surface energy $\gamma_c$ of the capping layer. The work of adhesion is $W=\gamma+\gamma_c-\gamma_i$, so the cost per area is $\gamma_c-\gamma_i=W-\gamma$. At fixed volume the relevant energy is
\begin{equation}
E(r)=\gamma\pi(r^2+h^2)+(W-\gamma)\pi r^2+\text{constant}.
\label{eq:E}
\end{equation}
Equation~\eqref{eq:V}, with $a$ replaced by $r$, gives $\partial V/\partial r=\pi rh$ and $\partial V/\partial h=\pi(r^2+h^2)/2$. Constant volume then requires $dh/dr=-2rh/(r^2+h^2)$, and
\begin{align}
\frac{dA}{dr}&=2\pi r+2\pi h\frac{dh}{dr}
=2\pi r\,\frac{r^2-h^2}{r^2+h^2}=2\pi r\cos\theta,\\
\frac{dE}{dr}&=2\pi r\gamma\left[\cos\theta-\left(1-\frac{W}{\gamma}\right)\right].
\label{eq:edge}
\end{align}
Inside the patch, closing the gap forms no bond, so $W=0$ and $dE/dr<0$ for any $\theta>0$: the edge does not recede. Outside the patch, advance lowers the energy once $\theta$ exceeds $\theta_v$, where
\begin{equation}
\cos\theta_v=1-\frac{W}{\gamma},\qquad 0\le W\le2\gamma .
\label{eq:young}
\end{equation}
The edge is pinned for $0<\theta<\theta_v$. It can hold up to a hemisphere if $\theta_v\ge90^\circ$, which means $W\ge\gamma$. For $W>2\gamma$ it does not unpin in this model.

If $W<\gamma$, the edge moves before the hemisphere is reached. From then on $\theta=\theta_v$ and $R=r/\sin\theta_v$ grows with $r$, so the required tension falls. Its maximum occurs at unpinning:
\begin{equation}
\sigma_{\rm th}=\frac{2\gamma}{a}\sin\theta_v
=\frac{2\gamma}{a}\sqrt{\frac{W}{\gamma}\left(2-\frac{W}{\gamma}\right)},
\qquad W<\gamma .
\label{eq:weak}
\end{equation}
This joins Eq.~\eqref{eq:threshold} at $W=\gamma$ and tends to zero as adhesion disappears. For $W>\gamma$, the required tension is already falling when the edge unpins, so later unpinning leaves $2\gamma/a$ unchanged.

\subsection{The barrier below threshold}

With $x=h/a$, Eqs.~\eqref{eq:G}, \eqref{eq:A} and \eqref{eq:V} become
\begin{equation}
\frac{G}{\pi\gamma a^2}=x^2-sx-\frac{s x^3}{3}.
\end{equation}
Let $c=\sqrt{1-s^2}$. The roots in Eq.~\eqref{eq:roots} obey $x_++x_-=2/s$, $x_+x_-=1$ and $x_+-x_-=2c/s$. Therefore $x_+^2-x_-^2=4c/s^2$ and $x_+^3-x_-^3=(2c/s)(4/s^2-1)$. Subtracting the two energies gives
\begin{align}
\frac{\Delta G}{\pi\gamma a^2}
&=\frac{4c}{s^2}-2c-\frac{2c}{3}\left(\frac{4}{s^2}-1\right)
=\frac{4c}{3}\,\frac{1-s^2}{s^2},\\
\Delta G&=\frac{4\pi}{3}\gamma a^2\frac{(1-s^2)^{3/2}}{s^2}.
\label{eq:barrier}
\end{align}
The saddle has edge angle $180^\circ-\arcsin s$, and the formula applies if this does not exceed $\theta_v$. When $s\to0$ with the edge still pinned, $a/s=2\gamma/\sigma$ and the barrier becomes $16\pi\gamma^3/(3\sigma^2)$, that of a complete spherical void. In this limit the patch gives no help.

\subsection{A copper line with a small patch}

Take a copper line under a dielectric cap at 473 K, with the rough values $\gamma=1.7$ J/m$^2$ and line tension 250 MPa. The patch radius, $a=10$ nm, is an assumed flaw size. Equation~\eqref{eq:threshold} gives
\begin{equation}
\sigma_{\rm th}=\frac{2(1.7\ \mathrm{J/m^2})}{10\times10^{-9}\ \mathrm{m}}
=340\ \mathrm{MPa}
=2.12\times10^{-3}\ \mathrm{eV/\AA^3}.
\end{equation}
For a well-bonded interface choose $W=2.2$ J/m$^2$. Then $\cos\theta_v=1-2.2/1.7$, so $\theta_v=107^\circ$ and the hemisphere is reached. A weak interface with $W=0.8$ J/m$^2$ has $\theta_v=58^\circ$, and Eq.~\eqref{eq:weak} lowers the threshold to 288 MPa at the same $\gamma$ and $a$.

At the line tension, $s=250/340=0.735$. The stable void has edge angle $\arcsin s=47^\circ$ and height 4.4 nm, from Eq.~\eqref{eq:roots}. It is pinned on both interfaces and does not grow further. At this tension and with good bonding, growth without a barrier needs a patch larger than $2\gamma/\sigma=13.6$ nm in radius. The threshold varies as $1/a$: it is 680 MPa for 5 nm and 170 MPa for 20 nm.

At 330 MPa, $s=0.971$ and the saddle angle is $104^\circ$, below $107^\circ$, so Eq.~\eqref{eq:barrier} applies to the well-bonded case. It gives 66 eV, against $k_BT=0.041$ eV. At 250 MPa the pinned saddle would need an angle of $133^\circ$; the edge unpins first, and Eq.~\eqref{eq:barrier} does not apply.

\subsection{How far neglected effects move the threshold}

Two corrections follow from the geometry at the hemisphere. For a small added surface or boundary energy, the change of the minimized energy at fixed volume is, to first order, the added energy evaluated on the original shape. Its volume derivative at the hemisphere gives the first-order shift of the maximum tension. From Eq.~\eqref{eq:R}, $dR/dh=(1-a^2/h^2)/2=0$ at $h=a$. Growth by $dh$ thus raises the hemisphere without changing its radius and adds a band of height $dh$ at its edge. The added volume is $\pi a^2dh$.

The normals of this band lie in the interface plane. If $\gamma$ varies smoothly and weakly with orientation, and $\bar\gamma$ is its average over those normals, the added energy is $2\pi a\bar\gamma\,dh$ and the threshold becomes $2\bar\gamma/a$. As an example, let the relative variation be $\epsilon(n_x^4+n_y^4+n_z^4-3/5)$, with the (100) value above the (111) value by 10\% of the mean. The bracket differs by $2/3$ between these faces, so $\epsilon=0.15$. For normals perpendicular to [111] the sum of fourth powers is $1/2$, and to first order the threshold of a (111) film shifts by $0.15(1/2-3/5)=-1.5\%$. Relaxing the void shape at this anisotropy brings the shift to about $-2\%$. Strong faceting lies outside this estimate.

A grain boundary normal to the interface and crossing the patch centre loses an area $2a\,dh$ as the void grows. With boundary energy $\gamma_{gb}$, the threshold falls by $2\gamma_{gb}/(\pi a)$, a fraction $\gamma_{gb}/(\pi\gamma)$. The rough value $\gamma_{gb}=0.60$ J/m$^2$ gives 11\% to first order and about 12\% when the shape relaxes, or about 300 MPa in place of 340 MPa. The edge angle close to the boundary then approaches $\theta_v=107^\circ$, so local unpinning may occur there.

The remaining estimates use the well-bonded case at threshold:
\begin{itemize}
\item \textit{Elastic energy.} Around a spherical cavity in a remote tension $\sigma$ that is equal in all directions, the wall stress is $3\sigma/2$ in both tangential directions. With Young's modulus $Y=120$ GPa and Poisson ratio $\nu=0.34$, the wall energy density divided by $\sigma$ is $9(1-\nu)\sigma/(4Y)=0.4\%$. Releasing it helps growth by a fraction of this order.
\item \textit{Thermal activation.} With an assumed attempt rate of $10^{13}$ s$^{-1}$ over ten years, the accessible barrier is about $49.5\,k_BT$. Solving Eq.~\eqref{eq:barrier} numerically for this barrier lowers the threshold by 0.3\%.
\item \textit{Loss of tension.} A hemisphere holds 2094 nm$^3$. Spreading these atoms through a rigidly confined line of $100\times100\times10\,000$ nm$^3$, with bulk modulus 125 GPa, reduces the tension by $125\ \mathrm{GPa}\times2094/10^8=2.6$ MPa. The loss grows as $a^3$ and reaches 21 MPa at $a=20$ nm, which is 12\% of the 170 MPa threshold there. In this rigidly confined line the assumption of steady tension is therefore already poor at twice the chosen radius, and it fails likewise for much shorter lines.
\item \textit{Debonding as a crack.} The elastic energy released per area is of order $\sigma^2a/Y=0.01$ J/m$^2$, far below the chosen $W$.
\end{itemize}

In a real copper line, the assumption of a single crystal above the patch can fail, and a grain boundary across its centre lowers the threshold by 11 to 12\%. Poor adhesion also lowers the threshold, by 15\% for the weak interface chosen above and by more if $W$ is smaller. The relevant $W$ is the reversible work of adhesion; a measured debonding energy can also contain plastic work and may overstate the pinning. Contamination changes $\gamma$ and $W$, and an irregular patch needs its own shape calculation. For a well-bonded circular patch covered by a single grain and under steady tension, $\sigma<2\gamma/a$ is, apart from the small corrections above, a criterion for a stable small void. Above it growth is favoured, but its rate depends on diffusion. This last statement needs $W=0$ over the patch. A residual adhesion $W_p$ there sets an edge angle $\cos\theta_p=1-W_p/\gamma$, and opening a closed patch by diffusion then has the nucleation barrier $(4\pi\gamma^3/3\sigma^2)(1-\cos\theta_p)^2(2+\cos\theta_p)$, provided the nucleus fits inside the patch. At 340 MPa this is 11 eV for $W_p=0.1$ J/m$^2$, and it falls to the accessible 2 eV only below about $W_p=0.04$ J/m$^2$.
